# Langer's Overdamped Escape Rate for Two Polarizations with Unequal Mobilities, part 2

Two polarizations $P_1,P_2$, measured in the same unit, relax without inertia in an energy $U(P_1,P_2)$ with constant mobilities $M_1,M_2$ and white noise:

$$
\frac{dP_i}{dt}=-M_i\frac{\partial U}{\partial P_i}+\sqrt{2M_i\theta}\;\xi_i(t),\qquad i=1,2.
$$

Here $\theta=k_BT$, but below $T$ alone is the trace of $MH$. Angles are those of the ordinary $(P_1,P_2)$ plane.

The system escapes from a well $A$ over a saddle $S$ with barrier $\Delta U=U_S-U_A$. The Hessians of $U$ there are $H_A$ and $H_S=H$, and $x=P-P_S$. For $\Delta U\gg\theta$, quadratic approximations to $U$ at $A$ and $S$ give the rate, called Langer's formula below:

$$
\Gamma=\frac{\lambda}{2\pi}\sqrt{\frac{\det H_A}{|\det H_S|}}\;e^{-\Delta U/\theta},
\qquad M H_S v=-\lambda v,\quad \lambda>0 .
$$

The other eigenvalue of $MH$ is $\mu>0$. With $a,b$ the diagonal elements of $H$ and $c\ne0$ the off-diagonal one, the unstable direction $v$ has the slope

$$
\frac{v_2}{v_1}=-\frac{\lambda+M_1a}{M_1c}.
$$

It coincides with the negative-curvature eigenvector $e$ of $H$ if and only if $e$ is an eigenvector of $M$.

The probability $q(P)$ of reaching a region around the bottom of well $A$ before a region $B$ in the product well obeys

$$
\mathcal Lq=0,\qquad q=1\ \text{in }A,\qquad q=0\ \text{in }B ,
$$

$$
\mathcal L f=\theta\,\nabla\!\cdot(M\nabla f)-(M\nabla U)\cdot\nabla f .
$$

In the steady state fed at $A$ and emptied at $B$, the density is $C\,e^{-U/\theta}q$, with $C$ constant, and the current density is

$$
J=-C\theta\,e^{-U/\theta}M\nabla q .
$$

The rate is the total current divided by the number present, $\Gamma=I/N$. Near the saddle the current runs along $v$, and the dividing line $q=\frac12$ is $n\cdot x=0$ with normal $n=M^{-1}v$.

## Second half: bounds, limits and two columns in a hafnia film

The symbols are those of the first half. The mobility matrix is $M=\mathrm{diag}(M_1,M_2)$ and the thermal energy is $\theta$. The saddle Hessian $H$ has diagonal elements $a,b$, off-diagonal element $c$, and one negative curvature $-|h|$ with unit eigenvector $e$. The unstable direction satisfies $MHv=-\lambda v$, the normal of the dividing line is $n=M^{-1}v$, and

$$
\Gamma=\frac{\lambda}{2\pi}\sqrt{\frac{\det H_A}{|\det H|}}\,e^{-\Delta U/\theta},\qquad
\lambda=\tfrac12\left[-T+\sqrt{T^2+4M_1M_2(c^2-ab)}\right],
$$

with $T=M_1a+M_2b$.

Suppose that $e$ were taken for the escape direction. A displacement $x=\epsilon e$ has a velocity whose component along $e$ is $-e^{\mathsf T}MHe\,\epsilon=|h|(e^{\mathsf T}Me)\,\epsilon$. The corresponding estimate of the growth rate is $|h|\,e^{\mathsf T}Me$. It is an upper bound on $\lambda$, and there is a matching lower bound:

$$
\frac{|h|}{e^{\mathsf T}M^{-1}e}\;\le\;\lambda\;\le\;|h|\,e^{\mathsf T}Me .
$$

To prove them, consider the symmetric matrix $K=-M^{1/2}HM^{1/2}$, whose eigenvalues are $\lambda$ and $-\mu$. Its largest eigenvalue is the maximum of $w^{\mathsf T}Kw/w^{\mathsf T}w$ over all vectors $w$. The choice $w=M^{-1/2}e$ gives the numerator $-e^{\mathsf T}He=|h|$ and the denominator $e^{\mathsf T}M^{-1}e$, which is the lower bound. The inverse $K^{-1}=-M^{-1/2}H^{-1}M^{-1/2}$ has the eigenvalues $1/\lambda$ and $-1/\mu$, and its largest is $1/\lambda$. The choice $w=M^{1/2}e$ now gives the numerator $-e^{\mathsf T}H^{-1}e=1/|h|$ and the denominator $e^{\mathsf T}Me$. Thus $1/\lambda\ge1/(|h|e^{\mathsf T}Me)$, which is the upper bound. If $e$ is an eigenvector of $M$, both bounds equal $\lambda$. Within Langer's formula, a rate that uses the mobility projected on $e$ is therefore never too small.

The limit of a very slow second coordinate shows how the mobilities can change the character of the crossing. Let $M_2\to0$ at fixed $M_1$ and fixed $H$, so that $T\to M_1a$. If $a>0$, the first coordinate is stable when the second is held still. Expanding the root for small $M_2$ gives

$$
\lambda\simeq\frac{M_1M_2(c^2-ab)}{M_1a}=M_2\,\frac{c^2-ab}{a},\qquad v\propto(c,-a).
$$

The fast coordinate then follows the slow one along the line $ax_1+cx_2=0$, on which it feels no force, and the slow mobility sets the rate. If $a<0$, the first coordinate is unstable by itself. Then $-T\to M_1|a|$, the root tends to the same value, and

$$
\lambda\to M_1|a|,\qquad v\to\text{the }P_1\text{ axis}.
$$

Here the formula gives a finite rate even as $M_2$ vanishes. That cannot be right at a fixed temperature when the two wells have different values of $P_2$, since a frozen $P_2$ never gets from one to the other. Langer's result belongs to the order of limits in which $\theta\to0$ at a fixed ratio of mobilities. For $a<0$ and wells that differ in $P_2$, it therefore fails at a given temperature when the ratio becomes too extreme.

For an example, take two neighbouring columns that span a 10 nm ferroelectric film of hafnia-zirconia, each with volume $V=10\ \mathrm{nm^3}$. Their polarizations along the film normal are $P_1$ and $P_2$, and their energy is

$$
U=V\left[\sum_{i=1}^{2}\left(-\frac{\alpha}{2}P_i^2+\frac{\beta}{4}P_i^4-EP_i\right)+\frac{\kappa}{2}(P_1-P_2)^2\right].
$$

The parameters are round: $\alpha=2.5\times10^9$ m/F, $\beta=6.25\times10^{10}\ \mathrm{m^5/(F\,C^2)}$, $\kappa=1.5\times10^9$ m/F, and a field $E=1.40$ MV/cm, which is 1.40 V across the film. Without field a column has the polarization $P_0=\sqrt{\alpha/\beta}=20\ \mathrm{\mu C/cm^2}$. The damping law $\rho_iV\,dP_i/dt=-\partial U/\partial P_i$ gives $M_i=1/(\rho_iV)$. The columns differ in their damping alone, with $\rho_1=1\ \Omega\,$m and $\rho_2=10\ \Omega\,$m, as if the second were hindered by defects. The energy is unchanged when the two columns are exchanged.

At a stationary point both derivatives of $U$ vanish. Subtracting one condition from the other gives

$$
(P_1-P_2)\left[2\kappa-\alpha+\beta(P_1^2+P_1P_2+P_2^2)\right]=0 .
$$

The quadratic form in the bracket is never negative, and $2\kappa>\alpha$, so the bracket is positive and $P_1=P_2=P$. What remains is $\beta P^3-\alpha P=E$, with the three roots

$$
P_A=-16.17,\qquad P_S=-6.19,\qquad P_B=22.36\ \ \mathrm{\mu C/cm^2}.
$$

They are the initial well, the saddle and the final well. With $f''=-\alpha+3\beta P^2$ the Hessian at such a point has the diagonal elements $V(f''+\kappa)$ and the off-diagonal element $-V\kappa$. Its eigenvectors are $(1,1)$, with curvature $Vf''$, and $(1,-1)$, with curvature $V(f''+2\kappa)$. At the saddle,

$$
\frac{|h|}{V}=1.781\times10^9,\qquad f''+2\kappa=1.219\times10^9,\qquad
\frac aV=\frac bV=-2.806\times10^8\ \ \mathrm{m/F}.
$$

The Hessian direction $e$ is thus at $45^\circ$: judged by the energy alone, the columns switch together.

The dynamics gives another answer. Since $M_1V=1$ and $M_2V=0.1$ in units of $1/(\Omega\,\mathrm m)$, and $c^2-ab=|\det H|$ is the product of the two curvature magnitudes,

$$
\lambda=\tfrac12\left[1.1(2.806\times10^8)+\sqrt{\left(1.1\times2.806\times10^8\right)^2+0.4(1.781\times10^9)(1.219\times10^9)}\right]
=6.45\times10^8\ \mathrm{s^{-1}} .
$$

The slope of the unstable direction is

$$
\frac{v_2}{v_1}=\frac{6.452\times10^8-2.806\times10^8}{1.5\times10^9}=0.243,
$$

which is an angle of $13.7^\circ$ from the $P_1$ axis. Beyond the saddle the fast column leads, and at first the slow one changes by about a quarter as much. On the way up the order is reversed. For weak noise the most probable path out of the well is the time reverse of the noise-free descent from the saddle into it, so the slow column is ahead until the fast one overtakes it at the saddle. This asymmetry comes from the damping, because the energy has none.

The normal of the dividing line has the slope $n_2/n_1=(M_1/M_2)(v_2/v_1)=2.43$ and lies at $67.6^\circ$. In the limit of weak noise, the outcome near the saddle depends on $x_1+2.43\,x_2$. A given displacement of the slow column therefore counts 2.43 times as much towards the outcome as the same displacement of the fast one, although the fast column moves more. The reason lies in the coupling: a displacement $x_2$ of the slow column gives the fast one an additional velocity $M_1V\kappa x_2$, whereas an equal displacement of the fast column gives the slow one an additional velocity ten times smaller.

Noise-free trajectories show the same contrast. The equations of motion were integrated numerically by a Runge-Kutta method from a point displaced from the saddle by $10^{-7}P_0$ in $P_1$ and $3\times10^{-8}P_0$ in $P_2$. At a distance of $10^{-3}P_0$ the trajectory had the direction $13.6^\circ$. With both mobilities set equal to $M_1$, the same start led to $45.0^\circ$.

With $M_1$ and the energy held fixed, the growth rate and the direction depend on the mobility ratio as follows.

| $M_1/M_2$ | $\lambda$ ($10^9\ \mathrm{s^{-1}}$) | angle of $v$ |
|---|---|---|
| 1 | 1.78 | 45.0° |
| 3 | 1.06 | 27.4° |
| 10 | 0.645 | 13.7° |
| 30 | 0.451 | 6.5° |

Since $a<0$ here, the growth rate tends to $M_1|a|=0.281\times10^9\ \mathrm{s^{-1}}$ and not to zero. The example thus belongs to the case in which an extreme ratio invalidates the formula.

The barrier is the energy difference $U(P_S,P_S)-U(P_A,P_A)$. The coupling term vanishes at both points, and the roots above give $\Delta U=0.433$ eV. At 300 K, where $\theta=0.02585$ eV, this is $16.75\,\theta$. The ratio of the determinants is $\det H_A/|\det H_S|=5.98$. Hence

$$
\Gamma=\frac{6.452\times10^8\ \mathrm{s^{-1}}}{2\pi}\sqrt{5.978}\;e^{-16.752}=13.3\ \mathrm{s^{-1}},
$$

a mean waiting time of 75 ms for this pair of columns. The bounds are $|h|/(e^{\mathsf T}M^{-1}e)=3.24\times10^8\ \mathrm{s^{-1}}$ and $|h|\,e^{\mathsf T}Me=9.79\times10^8\ \mathrm{s^{-1}}$. Using the upper one in place of $\lambda$ would give $20.2\ \mathrm{s^{-1}}$, which is 52 % above Langer's rate.

The error made by the quadratic approximations can be found by solving $\mathcal Lq=0$ with the full energy. This was done on a square grid of spacing $0.01P_0$, with reflecting outer edges. Hops between neighbouring points were weighted by the Boltzmann factor of the energy midway between them. Region $A$ was a square of half-width $0.1P_0$ around the well, and region $B$ was the set with both polarizations above $0.4P_0$. The rate is again the current divided by the number present, and the directions follow from the slope of $q$ at the saddle. The calculation was repeated at one half and one quarter of the thermal energy, with $U$ held fixed.

| thermal energy | rate / Langer's rate | current | normal |
|---|---|---|---|
| $\theta$ (300 K) | 0.893 | 14.9° | 69.4° |
| $\theta/2$ | 0.942 | 14.3° | 68.6° |
| $\theta/4$ | 0.969 | 13.9° | 68.0° |
| extrapolated to 0 | 0.996 | 13.5° | 67.5° |

At 300 K the grid rate is about 11 % below Langer's. The deviation falls by nearly half each time the thermal energy is halved, as a correction proportional to $\theta$ would. The last row assumes such a correction and is twice the value at $\theta/4$ minus the value at $\theta/2$. It agrees with Langer's rate to 0.4 % and with the predicted angles of $13.7^\circ$ and $67.6^\circ$ to about $0.2^\circ$. The rates do not change in the digits shown when the grid is refined, but the angles at the lower temperatures still depend on the spacing. In the limit of a fine grid they rise by up to $0.3^\circ$: to $14.4^\circ$ and $68.7^\circ$ at $\theta/2$, to $14.1^\circ$ and $68.2^\circ$ at $\theta/4$, and to $13.7^\circ$ and $67.8^\circ$ in the last row. The current follows $v$, far from the $45^\circ$ of the Hessian eigenvector.

A real capacitor of this kind has, roughly, a film of 10 nm, a polarization near $20\ \mathrm{\mu C/cm^2}$ and a coercive field between 1 and 2 MV/cm. The model loses its initial well at $E=2\alpha P_0/\sqrt{27}=1.92$ MV/cm, near the upper end of that range. The applied field is about 0.35 of a rough breakdown field of 4 MV/cm. The volumes, the coupling and the dampings are choices made for illustration, and the absolute rate should not be read as a prediction for a device. At a fixed damping ratio the rate is inversely proportional to the damping, and it is far more sensitive to the barrier. If both columns are 10 % smaller, the barrier falls in proportion and the rate rises by a factor of 5.3. At 85 °C, with the energy coefficients held fixed, it rises by a factor of 15.

The model also assumes an isolated pair under a perfectly screened field, and the rate is sensitive to both assumptions. Let $\Delta P=P_S-P_A$. If the surroundings stay at $P_A$ and are coupled to each column with only $0.1\kappa$, the saddle energy rises to first order by $2V\cdot\frac12(0.1\kappa)\Delta P^2=0.093$ eV, and this shift alone would multiply the rate by 0.027. With the saddle relaxed the shift is 0.101 eV, and the rate, prefactor included, is multiplied by 0.022. For a coupling above about $0.58\kappa$ the switched pair lies higher than the initial state, and above $0.85\kappa$ it has no switched state at all, so the pair picture requires surroundings that are coupled much more weakly than the two columns are to each other. A dead layer at the electrode, of thickness $t$ and relative permittivity $\varepsilon$, changes the field in a film of thickness $d$ by $-\Delta P\,t/(\varepsilon_0\varepsilon d)$ between the well and the saddle, if it is treated as laterally uniform and thin and $E$ is the field in the film at $P_A$. For $t/\varepsilon=0.01$ nm this raises the saddle, to first order, by $V\Delta P^2t/(\varepsilon_0\varepsilon d)=0.070$ eV, which alone is a factor of 0.066 in the rate. With the saddle relaxed the shift is 0.075 eV, and the factor, prefactor included, is 0.064. Either effect outweighs the 52 % at issue in the choice of direction. An absolute rate therefore needs the electrostatics and the surroundings first. Within the model, however, the mobility ratio decides which column tends to be ahead before the saddle and which after it.

Inertia is negligible in this model. Let ions of mass $m$, charge $Q$ and density $\nu$ move by $\eta$, so that $P=\nu Q\eta$. Their kinetic energy density is $\frac12\nu m\dot\eta^2=\frac12\chi\dot P^2$, with $\chi=m/(\nu Q^2)$. For oxygen ions with a rough charge of $2.5$ elementary charges and 30 displaced ions per $\mathrm{nm^3}$, $\chi=5.5\times10^{-18}\ \Omega\,\mathrm{m\,s}$. During the growth at the saddle the ratio of the inertial to the damping term for the fast column is $\chi\lambda/\rho_1=3.6\times10^{-9}$. This small number reflects the chosen damping. Since $\lambda\propto1/\rho_1$ at a fixed damping ratio, it scales as $1/\rho_1^2$. It reaches 0.09 for $\rho_1=2\times10^{-4}\ \Omega\,$m, where inertia lowers $\lambda$ by about 5 %, and for still weaker damping the overdamped description fails.
